# Matching a Logarithmic Law to Quantum-Well Gain at Transparency

## The problem

A quantum well amplifies light when enough electrons and holes have been injected into it. Laser calculations often need the peak gain as a simple function of the sheet density $n$, and a logarithm is a convenient choice. This exercise fixes its two constants from a microscopic model and asks how far the resulting law can be carried.

The model is as follows.

- One electron subband and one hole subband take part. Both are parabolic in the plane of the well, with the same mass $m$.
- The well is neutral: $n$ is the number of electrons per area, and also the number of holes per area.
- Within each band the carriers follow a Fermi distribution at temperature $T$.
- Optical transitions conserve the in-plane wavevector, their strength is constant, and they have no linewidth.

Gain is counted positive for amplification. Let $g_{\max}$ be the gain at the band edge when the states there are completely inverted.

**(a)** Find the peak gain $g_p(n)$ and the transparency density $n_{tr}$ at which it vanishes.

**(b)** Choose $g_0$ in the law $g_L(n)=g_0\ln(n/n_{tr})$ so that $g_L$ has the value and the slope of $g_p$ at $n_{tr}$.

**(c)** At what ratio $n/n_{tr}$ does $g_L$ rise above $g_{\max}$?

**(d)** Where does $g_L$ first overestimate the gain, and how good is it before that?

**(e)** Evaluate the results for $m=0.06\,m_0$, with $m_0$ the free-electron mass, $T=300$ K, a well width of 6 nm and $g_{\max}=5000\ \mathrm{cm^{-1}}$.

## Hints

1. Count plane waves in a large periodic square. In two dimensions the number of states below energy $E$ is proportional to $E$, so the density of states is constant.
2. The Fermi integral over a constant density of states is elementary. Invert it to get the occupation of the lowest state directly in terms of $n$, without the Fermi energy.
3. Stimulated emission needs an electron above and a hole below. Absorption needs the reverse. Subtract the two.
4. A logarithm that vanishes at $n_{tr}$ already has the right value there. One condition, the slope, is left.
5. For part (d), use $x=n/n_{tr}$ and compare the slopes of the two curves before comparing the curves themselves.

## Full solution

### (a) Peak gain and transparency

**States.** In a periodic square of area $A$ the allowed wavevectors form a grid with one point per area $(2\pi)^2/A$. A circle of radius $k$ holds $\pi k^2A/(4\pi^2)$ points. With two spins per point, the number of states per area is

$$\frac{N}{A}=2\cdot\frac{\pi k^2}{4\pi^2}=\frac{k^2}{2\pi}. \tag{1}$$

Measure $E$ from the subband edge, so that $E=\hbar^2k^2/(2m)$ and $k^2=2mE/\hbar^2$. Then $N/A=mE/(\pi\hbar^2)$, and its derivative with respect to $E$ is the density of states $m/(\pi\hbar^2)$.

**Density.** Let $\eta$ be the quasi-Fermi energy above the subband edge, divided by $kT$ (here $k$ is Boltzmann's constant). With $t=E/(kT)$,

$$n=\frac{m}{\pi\hbar^2}\,kT\int_0^\infty\frac{dt}{1+e^{t-\eta}} .$$

Multiply the numerator and denominator of the integrand by $e^{\eta-t}$:

$$\frac{1}{1+e^{t-\eta}}=\frac{e^{\eta-t}}{1+e^{\eta-t}}=-\frac{d}{dt}\ln\!\left(1+e^{\eta-t}\right).$$

The logarithm vanishes at $t\to\infty$ and equals $\ln(1+e^\eta)$ at $t=0$. Therefore

$$n=n_c\ln(1+e^{\eta}),\qquad n_c=\frac{m\,kT}{\pi\hbar^2}. \tag{2}$$

The density $n_c$ is the number of states per area in an energy interval $kT$.

**Edge occupation.** At $E=0$ the occupation is

$$f=\frac{1}{1+e^{-\eta}}=\frac{e^\eta}{1+e^\eta}=1-\frac{1}{1+e^\eta}=1-e^{-n/n_c}, \tag{3}$$

where the last step uses $1+e^\eta=e^{n/n_c}$ from (2). Each additional density $n_c$ reduces the fraction of empty edge states by a factor $e$.

**Net emission.** Let $f_e$ be the electron occupation of a conduction state and $f_h$ the hole occupation of the valence state with the same wavevector. Emission needs both carriers, with probability $f_ef_h$. Absorption needs an empty conduction state and a valence electron, with probability $(1-f_e)(1-f_h)$. The difference is

$$f_ef_h-(1-f_e)(1-f_h)=f_e+f_h-1. \tag{4}$$

**Peak.** Let $\varepsilon$ be the photon energy above the transition edge. It is shared by the two carriers:

$$\varepsilon=\frac{\hbar^2k^2}{2m}+\frac{\hbar^2k^2}{2m}=\frac{\hbar^2k^2}{m},$$

where $k$ is again the wavevector. Each carrier has energy $\varepsilon/2$. By (1), the number of vertical transitions below $\varepsilon$ is $m\varepsilon/(2\pi\hbar^2)$ per area, so their density in energy is constant too. With constant transition strength, the spectrum for $\varepsilon\ge0$ is

$$g(\varepsilon)=g_{\max}\left[f_e(\varepsilon/2)+f_h(\varepsilon/2)-1\right].$$

Both occupations fall with energy, so the largest value is at $\varepsilon=0$. Equal masses and equal densities make the two edge occupations equal, and (3) gives

$$g_p(n)=g_{\max}\left(2f-1\right)=g_{\max}\left(1-2e^{-n/n_c}\right). \tag{5}$$

At $n=0$ this is $-g_{\max}$, the absorption of the empty well. At large $n$ it approaches $g_{\max}$ from below and does not reach it at any finite density. When (5) is negative it describes absorption at the band edge; photons below the edge are then neither absorbed nor amplified in this model.

**Transparency.** Setting (5) to zero gives $e^{-n_{tr}/n_c}=\tfrac12$, hence

$$n_{tr}=n_c\ln2. \tag{6}$$

The edge states are then half filled in both bands.

### (b) The matched logarithm

Differentiate (5):

$$\frac{dg_p}{dn}=\frac{2g_{\max}}{n_c}e^{-n/n_c}.$$

At transparency the exponential is $\tfrac12$, so the slope is $g_{\max}/n_c$. The slope of the logarithmic law is $g_0/n$, which is $g_0/n_{tr}$ at the same point. Equating them,

$$g_0=g_{\max}\frac{n_{tr}}{n_c}=g_{\max}\ln2. \tag{7}$$

Thus $g_0$ is not the saturation gain. It is smaller by the factor $\ln2$.

### (c) Where the law passes saturation

The condition $g_L=g_{\max}$ reads $g_{\max}\ln2\,\ln(n/n_{tr})=g_{\max}$. Divide by $g_{\max}\ln 2$ and exponentiate:

$$\ln\frac{n}{n_{tr}}=\frac{1}{\ln2}=1.4427,\qquad \frac{n}{n_{tr}}=e^{1/\ln2}=4.232. \tag{8}$$

The logarithm increases steadily, so it exceeds $g_{\max}$ at every larger ratio. Mass, temperature and $g_{\max}$ have cancelled: they set the scales of density and gain, but not the shape of (5) in scaled form.

As a check on the route through (2), the occupations can be found by summing the Fermi function over plane-wave states in a periodic box. For $m=0.06\,m_0$ and $T=300$ K, transparency, slope and crossing found numerically from these sums give a ratio of 4.23209, the same as (8) to the digits shown.

The law fails at low density as well. It equals $-g_{\max}$ at the inverse ratio, $1/4.232=0.236$, and below that it predicts more absorption than the empty well has.

### (d) Where the law overestimates the gain

With $x=n/n_{tr}$, equation (6) gives $e^{-n/n_c}=e^{-x\ln2}=2^{-x}$. The two curves become

$$\frac{g_p}{g_{\max}}=1-2^{1-x},\qquad \frac{g_L}{g_{\max}}=\ln2\,\ln x. \tag{9}$$

Let $D(x)=(g_L-g_p)/g_{\max}$. Its derivative is

$$D'(x)=\ln2\left(\frac1x-2^{1-x}\right). \tag{10}$$

The sign of the bracket is that of $2^{x-1}-x$. The curve $2^{x-1}$ is strictly convex, so it meets the straight line $x$ at most twice, and inspection gives both points: $x=1$ and $x=2$. Between them the convex curve lies below the line; outside them it lies above. So $D$ falls from zero between $x=1$ and $x=2$, and rises for $x>2$.

Just above transparency the logarithm therefore *underestimates* the gain. Its largest deficit between transparency and the point where the curves cross is at $x=2$:

$$D(2)=(\ln2)^2-\tfrac12=-0.0196.$$

Beyond $x=2$, $D$ rises without limit, because $\ln x$ grows while $g_p$ stays bounded. It passes through zero once, at $x=2.78$ by numerical solution. From there on the law is too high, although it is still below saturation until $x=4.23$.

Two separate statements follow. Above $x=4.23$ the law is impossible within this model, since it exceeds full inversion. Above $x=2.78$ it is already an overestimate. Between $x=1$ and $x=2.78$ it differs from the model gain by less than 2% of $g_{\max}$.

### (e) Numbers

The given mass and temperature, with $kT=25.85$ meV, yield $n_c=6.480\times10^{11}\ \mathrm{cm^{-2}}$. Then

$$n_{tr}=0.6931\times6.480\times10^{11}=4.49\times10^{11}\ \mathrm{cm^{-2}},$$

$$g_0=0.6931\times5000=3466\ \mathrm{cm^{-1}}.$$

The slope at transparency is $g_{\max}/n_c$, or about $7720\ \mathrm{cm^{-1}}$ per $10^{12}\ \mathrm{cm^{-2}}$. The law reaches saturation at

$$n=4.232\times4.491\times10^{11}=1.90\times10^{12}\ \mathrm{cm^{-2}}.$$

Divided by the 6 nm width, this is $3.2\times10^{18}\ \mathrm{cm^{-3}}$. The two curves compare as follows.

| $n/n_{tr}$ | $g_p$ (cm⁻¹) | $g_L$ (cm⁻¹) |
|---:|---:|---:|
| 1.5 | 1464 | 1405 |
| 2 | 2500 | 2402 |
| 3 | 3750 | 3808 |
| 4.232 | 4468 | 5000 |
| 6 | 4844 | 6210 |

At the crossing the logarithm is 12% above the model gain at the same density; at $x=6$ it is 28% above. The reason is visible in (9): each further $n_{tr}$ halves what is left of the gap between $g_p$ and $g_{\max}$, while the logarithm has no ceiling.

### How the example compares with a real well

The parameters are rough values in the regime of a strained InGaAs well between AlGaAs barriers, used in near-infrared lasers. The equal hole mass is the least realistic of them: in-plane hole masses in such wells are usually larger than the electron mass. The transparency density is correspondingly low; real wells are roughly nearer $10^{12}\ \mathrm{cm^{-2}}$. Changing the hole mass to $0.15\,m_0$, with all else held fixed, moves the ratio from 4.23 to 4.71.

The single hole subband is also doubtful at the crossing density. There the ideal quasi-Fermi energy is 74 meV above each subband edge. A square-well estimate, with depths of 380 meV for electrons and 200 meV for holes and a hole mass of $0.38\,m_0$ across the well, puts the second hole subband only 52 meV above the first. This uses one mass in well and barrier; heavier barrier masses lower it to about 50 meV and raise the ratios quoted below for excited subbands and barriers by up to 0.02. Keeping the equal in-plane masses but letting carriers fill the excited electron and heavy-hole subbands gives a ratio of 4.38; a light-hole subband 90 to 130 meV below the first hole level, left out here, would add 0.01 to 0.08. Adding 20 nm of barrier material gives 4.41, and 29% of the holes are then outside the first subband at the ideal crossing density.

With the heavier hole, the excited subbands and the barriers together, the ratio is 5.01 and $n_{tr}$ is $7.4\times10^{11}\ \mathrm{cm^{-2}}$. The first transition then has a gain of about $2800\ \mathrm{cm^{-1}}$ at $n=1.90\times10^{12}\ \mathrm{cm^{-2}}$, instead of 4468, if $g_{\max}$ is kept at $5000\ \mathrm{cm^{-1}}$. In fact $g_{\max}$ is proportional to the reduced mass, which the heavier hole raises by a factor 1.43; with this scaling the gain is about $4000\ \mathrm{cm^{-1}}$. The ratios do not depend on $g_{\max}$. These estimates still use flat bands and count gain from the first transition alone. If higher transitions also amplify, the total gain may exceed $g_{\max}$, which is a ceiling for the first step and not for the whole well. With equal in-plane masses, the subband spacings of the square-well estimate and no barrier carriers, this happens only near $6\times10^{12}\ \mathrm{cm^{-2}}$, about three times the crossing density.

Other omissions change the gain itself. A scattering time of 0.1 ps corresponds to a linewidth parameter of 6.6 meV. Applying a hyperbolic-secant line of that width to the ideal spectrum at the crossing density lowers its peak from 4468 to $4094\ \mathrm{cm^{-1}}$. The result depends on the line shape: a Lorentzian with this half-width gives about $3610\ \mathrm{cm^{-1}}$, rising by 20 to $40\ \mathrm{cm^{-1}}$ if the absorbing continuum is cut off 0.6 to 0.3 eV above the edge. No matched ratio was computed for the broadened gain. At the crossing density the circle that holds one carrier on average has the radius $1/\sqrt{\pi n}=4.1$ nm. The Coulomb energy of two carriers at this distance, with relative permittivity 13, is 27 meV. This unscreened value is comparable to $kT$ and about a third of the quasi-Fermi energy. Screening reduces it, but carrier interactions cannot be assumed negligible; their effect on the gain was not computed. Conduction-band nonparabolicity matters little for the ratio: the quasi-Fermi energy is 6% of a 1.25 eV gap, and a Kane-type dispersion moves the ratio by about 0.03 for equal masses and by up to about 0.1 with the heavier hole. This argument does not apply to holes, whose dispersion is bent by heavy- and light-hole mixing on a scale of tens of meV. A rough four-band estimate for a 6 nm well with 15 to 25% indium and a hole depth of 200 meV raises the ratio from about 4.4, for a parabola with the band-edge mass, to between 5.0 and 5.5 when the full dispersion of the first hole subband is used. With all bound hole subbands it lies between about 5.5 and 6.4, and $n_{tr}$ is $8$ to $9\times10^{11}\ \mathrm{cm^{-2}}$; the spread comes from the composition and the strain splitting assumed.

Heating shifts the density scale. At 350 K, with the masses held fixed, (6) gives $n_{tr}=5.24\times10^{11}\ \mathrm{cm^{-2}}$, while the ideal ratio is unchanged. The number 4.23 thus belongs to the ideal equal-mass model; for this kind of well it is a low first estimate, since the estimates above that combine a realistic hole band with its excited subbands give about 5 to 6.4.

## Variation 1: unequal masses

**Question.** Let the electron and hole masses differ, with everything else in the model unchanged. How does the crossing ratio change, and can it fall below the equal-mass value?

**Solution.** Each band now has its own density scale, $n_{c,e}$ or $n_{c,h}$, proportional to its mass. Equations (3) and (4) give

$$\frac{g_p}{g_{\max}}=1-e^{-n/n_{c,e}}-e^{-n/n_{c,h}}.$$

Let $u=e^{-n_{tr}/n_{c,e}}$ be the empty fraction of the electron edge states at transparency. Since $g_p=0$ there, the corresponding fraction for holes is $1-u$. Differentiate, multiply by $n_{tr}$, and use $n_{tr}/n_{c,e}=-\ln u$ and $n_{tr}/n_{c,h}=-\ln(1-u)$:

$$\frac{n_{tr}}{g_{\max}}\frac{dg_p}{dn}\bigg|_{n_{tr}}=-u\ln u-(1-u)\ln(1-u)\equiv H(u).$$

Matching slopes gives $g_0=g_{\max}H$, so the crossing is at

$$\frac{n}{n_{tr}}=e^{1/H(u)}.$$

Now $H'(u)=\ln[(1-u)/u]$ vanishes at $u=\tfrac12$, and $H''(u)=-1/[u(1-u)]$ is negative. The maximum of $H$ is therefore $\ln2$, reached when the two empty fractions, and hence the masses, are equal. A larger $H$ means a smaller crossing ratio, so 4.232 is the *minimum* within this two-subband model. Unequal masses raise it, as the value 4.71 for a hole mass of $0.15\,m_0$ shows.

In the limit of a very heavy hole, $u$ tends to zero. If it did not, $n_{tr}/n_{c,e}$ would stay bounded, $n_{tr}/n_{c,h}$ would tend to zero, and the hole edge would be almost empty; the condition that the two empty fractions add to one would then force $u$ to zero after all. With $u\to0$, $H\to0$ and the ratio grows without bound. The matched logarithm then starts with a small slope on the scale of $n_{tr}$ and takes long to reach saturation. This does not make it accurate over that range.

## Variation 2: matching at twice the transparency density

**Question.** A laser with appreciable losses works above transparency. Return to equal masses and match a logarithm to the value and slope of $g_p$ at $n=2n_{tr}$ instead. Where does this law pass saturation, and what is the price of moving the matching point?

**Solution.** At $x=2$, (9) gives $g_p/g_{\max}=\tfrac12$, and its slope with respect to $x$ is $\ln2\cdot2^{-1}=\tfrac12\ln2$. A law $\tfrac12+a\ln(x/2)$ has the right value and the slope $a/2$ there, so $a=\ln2$:

$$\frac{\tilde g_L}{g_{\max}}=\frac12+\ln2\,\ln\frac{x}{2}. \tag{11}$$

The coefficient is the same as in (7), because the slopes of the original curves already agree at $x=2$. The new law is the old one raised by $\tfrac12-(\ln2)^2=0.0196$. It reaches saturation when $\ln(x/2)=1/(2\ln2)$, that is, at

$$x=2e^{1/(2\ln2)}=2\sqrt{4.232}=4.11.$$

This is slightly earlier than before, as it must be for a curve that has been raised. In the example the density is $4.11\times4.49\times10^{11}=1.85\times10^{12}\ \mathrm{cm^{-2}}$.

The price appears at transparency. At $x=1$ the new law gives $0.0196\,g_{\max}$, or about $98\ \mathrm{cm^{-1}}$, where the model gain is zero. Its own zero lies at $x=2e^{-1/(2\ln2)}=2/\sqrt{4.232}=0.97$, so it places transparency about 3% too low in density. By the signs found from (10), the new law touches $g_p$ from above at $x=2$ and lies above it at all other $x\ge1$. Moving the matching point improves the fit around $2n_{tr}$, but it does not supply the missing ceiling: a logarithm with positive coefficient still outgrows a gain that saturates.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
in-plane mass, both bands: 0.06 m0
temperature: 300 K; kT = 25.85 meV
well width: 6.0 nm
saturation gain: 5000 cm^-1
IDEAL MODEL
n_c = 6.480e+11 cm^-2
n_tr = 4.491e+11 cm^-2
g_0 = 3466 cm^-1
slope at n_tr: 7717 cm^-1 per 1e12 cm^-2
ln 2 = 0.69315; 1/ln 2 = 1.44270
crossing ratio, formula: 4.23209
crossing ratio, state sums: 4.23209
crossing density: 1.901e+12 cm^-2
same per well volume: 3.17e+18 cm^-3
log law overtakes gain at n/n_tr = 2.7823
largest earlier deficit: 0.01955 g_max at n/n_tr = 2.000
n/n_tr, true gain, log law (gains in cm^-1)
1.000  0  0
1.500  1464  1405
2.000  2500  2402
3.000  3750  3808
4.232  4468  5000
6.000  4844  6210
NEGLECTED EFFECTS
hole in-plane mass 0.15 m0: ratio 4.714
well depths, electron/hole: 380/200 meV
hole mass across well: 0.38 m0
second subband offset, electron/hole: 214.8/52.2 meV
with excited subbands: ratio 4.378
barrier thickness: 20 nm; masses e/h: 0.09/0.50 m0
with subbands and barriers: ratio 4.405
outside first subband at crossing density, e/h: 0.2/29.3 %
heavy hole, subbands, barriers: ratio 5.009
  its n_tr: 7.371e+11 cm^-2
  its true gain at ideal crossing density: 2810 cm^-1
scattering time 0.1 ps: linewidth 6.58 meV
broadened peak at crossing: 4094 cm^-1
Fermi energy at crossing: 74.4 meV
  divided by gap of 1.25 eV: 0.060
carrier spacing at crossing: 4.09 nm
Coulomb energy (permittivity 13): 27.1 meV = 1.05 kT
n_tr at 350 K: 5.240e+11 cm^-2
```
